\section*{Phonon conductivity accumulated over mean free path in the isotropic relaxation-time model, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the transport equation to the accumulation formula}

In an isotropic solid the heat flux caused by a weak temperature gradient must be parallel to that gradient, because no other direction is available. Fourier's law then contains one number, the conductivity $k$:
\begin{equation}
\mathbf J=-k\,\nabla T .
\end{equation}
Suppose that a group of phonons is described by its heat capacity per volume $C$, its speed $v$ and its mean free path $\Lambda$, and try $k\propto C^{a}v^{b}\Lambda^{d}$. The unit of $k$ is $\mathrm{J\,s^{-1}\,m^{-1}\,K^{-1}}$ and that of $C$ is $\mathrm{J\,m^{-3}\,K^{-1}}$. Joules require $a=1$, seconds require $b=1$, and metres require $-3a+b+d=-1$, hence $d=1$. The form is therefore $k\propto Cv\Lambda$. Symmetry suggests the factor: heat flow along $x$ involves one velocity component to carry the energy and another to cross the temperature gradient, and for isotropic directions
\begin{equation}
\langle v_x^2\rangle=\tfrac13\langle v_x^2+v_y^2+v_z^2\rangle=\tfrac13v^2 .
\end{equation}
This gives $k=\tfrac13Cv\Lambda$ for one group. The argument cannot exclude an additional function of a dimensionless ratio such as $\hbar\omega/(k_BT)$, and it does not say how groups with different free paths combine. Both questions are settled by the transport equation.

The quantity sought is the accumulated conductivity $k_{\rm acc}(\Lambda_c)$, the part of the bulk conductivity carried by phonons whose mean free path does not exceed $\Lambda_c$. If groups add, it should be one third of an integral of heat capacity times speed times free path. The heat capacity in such an integral has to be a density: $C_\Lambda\,d\Lambda$ is the heat capacity per volume of the modes with free path between $\Lambda$ and $\Lambda+d\Lambda$. Putting the total heat capacity there would give a wrong unit, with one length too many.

Let $s$ label the phonon branches and $\mathbf q$ the wavevector, with $q=|\mathbf q|$. Isotropy means that the frequency $\omega_s(q)$ and the relaxation time $\tau_s(q)$ depend on $q$ alone. The group speed and the mean free path are
\begin{equation}
v_s(q)=\left|\frac{d\omega_s}{dq}\right|,\qquad \Lambda_s(q)=v_s(q)\,\tau_s(q).
\end{equation}
Frequencies are taken as independent of temperature. In equilibrium the mean occupation of a mode is the Bose function
\begin{equation}
n_0(\omega,T)=\frac{1}{e^{x}-1},\qquad x=\frac{\hbar\omega}{k_BT}.
\end{equation}
Since $dx/dT=-x/T$, the heat capacity of one mode is
\begin{equation}
\hbar\omega\frac{\partial n_0}{\partial T}
=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}
=k_B\frac{x^2e^x}{(e^x-1)^2}
=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2\equiv k_BE(x).
\end{equation}
The third form uses $\hbar\omega/T=k_Bx$, and the fourth uses $e^x-1=2e^{x/2}\sinh(x/2)$. For $x\to0$ the function $E$ tends to one, the classical value.

Wavevectors have density $1/(2\pi)^3$ per unit volume of the solid. A shell of radius $q$ has volume $4\pi q^2dq$, and $4\pi/(2\pi)^3=1/(2\pi^2)$. The heat capacity per volume is thus
\begin{equation}
C=\sum_s\int dq\,c_s(q),\qquad
c_s(q)=\frac{q^2}{2\pi^2}\,k_BE\!\left(\frac{\hbar\omega_s(q)}{k_BT}\right).
\end{equation}

Now let the temperature vary along $x$. In a steady state the occupation $n$ of a mode obeys the Boltzmann equation in the relaxation-time approximation,
\begin{equation}
\mathbf v\cdot\nabla n=-\frac{n-n_0(T(x))}{\tau}.
\end{equation}
The left side is the change caused by free flight, and the right side drives each mode towards local equilibrium at its own rate. Let $\mu$ be the cosine of the angle between the group velocity and the $x$ axis, so that $v_x=v\mu$. Multiplication by $\tau$ gives
\begin{equation}
\mu\Lambda\frac{dn}{dx}+n=n_0(T(x)).
\end{equation}
To solve this, follow the ray backwards from $x$ and set $F(s)=n(x-\mu\Lambda s)$, where $s$ here is the distance travelled in units of $\Lambda$. The chain rule and the transport equation give
\begin{equation}
\frac{dF}{ds}=-\mu\Lambda\frac{dn}{dx}\bigg|_{x-\mu\Lambda s}
=F-n_0\bigl(T(x-\mu\Lambda s)\bigr).
\end{equation}
Multiplying by $e^{-s}$ and moving $F$ to the left produces a total derivative,
\begin{equation}
\frac{d}{ds}\left(e^{-s}F\right)=-e^{-s}n_0\bigl(T(x-\mu\Lambda s)\bigr).
\end{equation}
For bounded occupations $e^{-s}F$ vanishes at infinity. Integration from zero to infinity then yields
\begin{equation}
n(x,\mu)=\int_0^\infty ds\,e^{-s}\,n_0\bigl(T(x-\mu\Lambda s)\bigr).
\end{equation}
A phonon at $x$ carries the occupation of the place where it was last scattered. The distance to that place has an exponential distribution with mean $\Lambda$, which is the sense in which $\Lambda$ is a mean free path. Individual flights of the same mode can be much shorter or longer.

Take a constant gradient $G=dT/dx$, so that $T(x-\mu\Lambda s)=T-\mu\Lambda Gs$. A linear profile cannot extend without limit, since it would reach negative temperature. For $\Lambda|G|\ll T$, however, the distant region carries an exponentially small weight, and the expansion in $G$ is an asymptotic one. Modes with $x\gg1$ need the stricter condition $x\Lambda|G|\ll T$, because $n_0\approx e^{-x}$ then changes by a factor $e$ over a temperature interval $T/x$. With $\int_0^\infty s^me^{-s}ds=m!$, the factorials of the Taylor series cancel:
\begin{equation}
n=n_0-\mu\Lambda G\,n_0'+(\mu\Lambda G)^2n_0''-(\mu\Lambda G)^3n_0'''+\dots,
\end{equation}
where primes denote derivatives with respect to $T$. The first-order part is
\begin{equation}
n-n_0=-\mu\Lambda G\,\frac{\partial n_0}{\partial T}.
\end{equation}
Its sign is as it should be: phonons moving towards higher $T$ come from the colder side and are fewer than in local equilibrium.

The relaxation term must not create or destroy energy, so the sum over modes of $\hbar\omega(n-n_0)/\tau$ has to vanish. At first order it does, because the average of $\mu$ over directions is zero. At second order an exactly linear profile does not in general satisfy this condition. If $k$ depends on temperature, a steady state requires a slight curvature of $T(x)$, of order $G^2$, which does not affect the linear conductivity.

For a single mode and a profile held exactly linear, the neglected terms in the flux follow from the same series. The flux contains the average of $\mu n$, which retains odd powers of $G$. Since $\tfrac12\int_{-1}^1\mu^2d\mu=\tfrac13$ and $\tfrac12\int_{-1}^1\mu^4d\mu=\tfrac15$,
\begin{equation}
\frac12\int_{-1}^{1}\mu n\,d\mu=-\frac{\Lambda G}{3}n_0'\left[1+\frac35(\Lambda G)^2\frac{n_0'''}{n_0'}+\dots\right].
\end{equation}
For such a mode the relative correction is quadratic in the temperature change over one free path. It is not the complete correction in a steady solid, because the curvature of the profile adds further terms of order $G^3$ to the flux, which are left out here. These terms are of the same size and can change the sign of the total. If all modes share one frequency and one free path, the steady profile makes $n_0(T(x))$ linear in $x$, the series stops at first order, and the correction cancels altogether. The expansion also requires $\Lambda|G|\ll T$, and $x\Lambda|G|\ll T$ when $x\gg1$; the first condition fails for the longest paths if these are unlimited. To see the sign of the correction at high temperature, write $\vartheta=\hbar\omega/k_B$ and expand $n_0=T/\vartheta-\tfrac12+\vartheta/(12T)+\dots$. The leading term is linear in $T$ and gives no correction. The last one gives $n_0'''=-\vartheta/(2T^4)$, while $n_0'\approx1/\vartheta$, so the correction for the linear profile is negative. For $x\gg1$ one has instead $n_0'''/n_0'\approx(x/T)^2$, and it is positive. For one frequency of the Debye model treated below, the ray solution with full Bose occupations deviates from the linear flux by $-1.85\times10^{-6}$ of that flux at 1 K per free path and by $-7.41\times10^{-6}$ at 2 K. The ratio is 4.0, as a quadratic correction demands.

The heat flux is the energy of each mode times its velocity component, summed over modes. The equilibrium part drops out because opposite directions cancel. With $d^3q=2\pi q^2dq\,d\mu$ after integration over the azimuth,
\begin{align}
J_x&=\sum_s\int\frac{d^3q}{(2\pi)^3}\,\hbar\omega_s\,v_s\mu\,(n-n_0)\nonumber\\
&=-G\sum_s\int dq\,\frac{q^2}{2\pi^2}\,\hbar\omega_s\frac{\partial n_0}{\partial T}\,v_s\Lambda_s\;\frac12\int_{-1}^{1}\mu^2d\mu .
\end{align}
If the frequency falls with $q$, the group velocity points against $\mathbf q$ and $\mu$ changes sign relative to the wavevector, but $\mu^2$ does not. Comparison with $J_x=-kG$ gives
\begin{equation}
k=\frac13\sum_s\int dq\,c_s(q)\,v_s(q)\,\Lambda_s(q).
\end{equation}
Modes add without cross terms because each relaxes at its own rate. This is a property of the approximation. A full collision operator couples the modes, and then the displacement of one mode from equilibrium is no longer fixed by its own lifetime.

The accumulated conductivity is obtained by keeping the modes with $\Lambda_s\le\Lambda_c$. With the unit step $\Theta$,
\begin{equation}
k_{\rm acc}(\Lambda_c)=\frac13\sum_s\int dq\,c_sv_s\Lambda_s\,\Theta(\Lambda_c-\Lambda_s(q)).
\end{equation}
To turn this into an integral over free path, write the step as $\Theta(\Lambda_c-\Lambda_s)=\int_0^{\Lambda_c}d\Lambda\,\delta(\Lambda-\Lambda_s(q))$ and exchange the integrations. Under the delta function $\Lambda_s$ may be replaced by $\Lambda$. Near a wavenumber $q_r$ with $\Lambda_s(q_r)=\Lambda$, the argument is $-(q-q_r)\,d\Lambda_s/dq$, so integration over $q$ gives the factor $1/|d\Lambda_s/dq|$. Every such root contributes:
\begin{equation}
k_{\rm acc}(\Lambda_c)=\frac13\int_0^{\Lambda_c}d\Lambda\;\Lambda\,B(\Lambda),\qquad
B(\Lambda)=\sum_s\sum_{r}\frac{c_sv_s}{|d\Lambda_s/dq|}\bigg|_{q=q_r}.
\end{equation}
The heat capacity density is the same sum without the speed,
\begin{equation}
C_\Lambda=\sum_s\sum_r\frac{c_s}{|d\Lambda_s/dq|}\bigg|_{q=q_r},\qquad \int_0^\infty C_\Lambda\,d\Lambda=C .
\end{equation}
With $\bar v(\Lambda)=B/C_\Lambda$, the mean speed at given free path weighted by heat capacity, the result takes the expected form
\begin{equation}
k_{\rm acc}(\Lambda_c)=\frac13\int_0^{\Lambda_c}C_\Lambda\,\bar v(\Lambda)\,\Lambda\,d\Lambda .
\end{equation}
The integrand is nowhere negative, so $k_{\rm acc}$ never decreases, and it tends to $k$ for large cutoff when $k$ is finite.

Two special shapes of $\Lambda_s(q)$ deserve attention. At a smooth maximum or minimum $\Lambda_e$, reached at $q_e$ with second derivative $\Lambda_e''\neq0$, one has $\Lambda-\Lambda_e\approx\tfrac12\Lambda_e''(q-q_e)^2$ and hence $|d\Lambda/dq|\approx\sqrt{2|\Lambda_e''||\Lambda-\Lambda_e|}$. The density diverges as an inverse square root, which is integrable: $k_{\rm acc}$ stays continuous but has infinite slope on one side. If $\Lambda_s$ is constant over a range of $q$, the density contains a delta function and $k_{\rm acc}$ has a step. When all modes share one speed and one free path, the step is the entire curve and its height is $\tfrac13Cv\Lambda$.

The sum over roots can be seen at work in a dimensionless model with a single and a doubly degenerate branch, $\omega=\omega_t\sin(\pi q/2)$ for $0\le q\le1$, with $\omega_t=1$ and $0.6$ respectively, $k_BT/\hbar=0.5$, and a scattering rate $\omega^2+0.05^2/[(\omega-0.4)^2+0.05^2]$, that is, $\omega^2$ plus a resonance peak. The peak makes the free path fall, rise and fall again along each branch. At cutoff 2.0 four wavenumbers share the same free path. The integral over $\Lambda$ gives $k_{\rm acc}/k=0.4245$, and the direct sum over modes gives the same value. The two also agree at cutoffs 0.8 and 10.0, to within the tested tolerance of $2\times10^{-5}$ of $k$.

The Boltzmann equation in the relaxation-time approximation has given the accumulated conductivity as one third of an integral over free path of heat capacity density, mean speed and free path. It remains to apply this formula to a Debye solid, examine the long tail of free paths, and ask what the cutoff means for a small body.
